# Nucleation of an exchange spring in a soft layer pinned at one face

## Problem

A soft ferromagnetic film fills $0<z<t$ and extends without limit in the other two directions. Its magnetization is $M\mathbf m$ with $|\mathbf m|=1$, its exchange energy density is $A|\nabla\mathbf m|^2$, and it has no anisotropy. At $z=0$ a neighbouring layer holds $\mathbf m$ rigidly along an in-plane direction $\hat{\mathbf x}$. The face $z=t$ is free. A uniform field of flux density $B$ is applied along $-\hat{\mathbf x}$.

Take $t=10$ nm, $A=10$ pJ/m and $M=10^6$ A/m.

(a) Find the field $B_n$ at which the uniform state $\mathbf m=\hat{\mathbf x}$ becomes unstable to an in-plane twist, the exchange spring.

(b) Show that no other texture, planar or not, has lower energy than the uniform state before $B_n$ is reached.

(c) Find the angle of the magnetization at the free face when $B=0.60$ T, and decide whether the onset is abrupt or continuous.

(d) Estimate how anisotropy, imperfect pinning, a misaligned field and thermal motion change the picture.

The stiffness $A$ is an energy per length, not the spin-wave stiffness. A moment $\boldsymbol\mu$ has energy $-\boldsymbol\mu\cdot\mathbf B$, so the formulas below read the same in SI and in atomic units, where $\mu_0=4\pi\alpha^2$ and $\alpha$ is the fine-structure constant.

## Solution

### (a) The nucleation field

Let $\mathbf m$ stay in the film plane at an angle $\theta(z)$ from $\hat{\mathbf x}$. Then $|\nabla\mathbf m|^2=\theta'^2$. The field points along $-\hat{\mathbf x}$, so the Zeeman energy density is $-M\mathbf m\cdot\mathbf B=+MB\cos\theta$. A planar twist that depends on $z$ alone has no magnetic charges and hence no stray field. The energy per area is

$$E[\theta]=\int_0^t\left(A\theta'^2+MB\cos\theta\right)dz,\qquad \theta(0)=0 .$$

Vary $\theta$ by $\delta\theta$, with $\delta\theta(0)=0$, and integrate the exchange term by parts:

$$\delta E=2A\theta'(t)\,\delta\theta(t)-\int_0^t\left(2A\theta''+MB\sin\theta\right)\delta\theta\,dz .$$

Since $\delta\theta$ is arbitrary inside the film and at the free face,

$$2A\theta''=-MB\sin\theta,\qquad \theta'(t)=0. \tag{1}$$

The uniform state $\theta=0$ solves (1) at every field. For a small twist, $\sin\theta\approx\theta$ and

$$\theta''=-k^2\theta,\qquad k^2=\frac{MB}{2A}.$$

The pinned face selects $\theta=a\sin kz$, and the free face requires $\cos kt=0$. The lowest root is $k_1=\pi/(2t)$, a quarter wave across the film. Solving $k_1^2=MB_n/(2A)$ for the field gives

$$B_n=\frac{2Ak_1^2}{M}=\frac{\pi^2A}{2Mt^2}. \tag{2}$$

Here $k_1=0.15708\ \mathrm{nm^{-1}}$, and

$$B_n=\frac{2(10^{-11}\,\mathrm{J/m})(1.5708\times10^{8}\,\mathrm{m^{-1}})^2}{10^6\,\mathrm{A/m}}=0.493\ \mathrm T ,$$

or $2.10\times10^{-6}$ atomic units of flux density.

The field gains energy in proportion to the film's volume, while the exchange cost of a given total twist falls as the film thickens. This produces the factor $1/t^2$. At fixed $A$ and $M$, a 9 nm film has $B_n=0.609$ T and an 11 nm film $0.408$ T.

### (b) Why the uniform state survives until $B_n$

First find the energy of a small sine twist. Both $\sin^2k_1z$ and $\cos^2k_1z$ average to $1/2$ over the film, and $1-\cos\theta\approx\theta^2/2$. Relative to the uniform state,

$$\Delta E=\frac{Ak_1^2a^2t}{2}-\frac{MBa^2t}{4}=\frac{tM(B_n-B)a^2}{4}, \tag{3}$$

where $Ak_1^2=MB_n/2$ was used. Above $B_n$ the twist lowers the energy, so the uniform state is unstable there.

To show that nothing lowers the energy earlier, write a general texture as

$$\mathbf m=(\cos\theta,\ \sin\theta\cos\varphi,\ \sin\theta\sin\varphi),$$

where both angles may depend on all three coordinates. Then

$$|\nabla\mathbf m|^2=|\nabla\theta|^2+\sin^2\theta\,|\nabla\varphi|^2\ \ge\ (\partial_z\theta)^2 .$$

The stray-field energy is $\tfrac12\mu_0\int H_d^2\,dV\ge0$, and it vanishes in the uniform state of the unbounded film. Dropping it can therefore only underestimate the cost of a texture. Along each line normal to the film, the energy difference per area is at least

$$\int_0^t\left[A(\partial_z\theta)^2-MB(1-\cos\theta)\right]dz .$$

The exchange term is bounded below with a square. Write $\theta'$ for $\partial_z\theta$ and expand:

$$0\le\int_0^t\left(\theta'-k_1\cot(k_1z)\,\theta\right)^2dz=\int_0^t\left[\theta'^2-k_1\cot(k_1z)\,(\theta^2)'+k_1^2\cot^2(k_1z)\,\theta^2\right]dz .$$

Integrate the middle term by parts. Its boundary value vanishes at $z=t$ because $\cot(\pi/2)=0$. It vanishes at $z=0$ because $\theta(0)=0$ and finite exchange energy make $\theta^2/z\to0$. The derivative of $k_1\cot(k_1z)$ is $-k_1^2/\sin^2(k_1z)$, and $1/\sin^2-\cot^2=1$, so

$$\int_0^t\theta'^2dz\ \ge\ k_1^2\int_0^t\theta^2dz .$$

Combine this with $1-\cos\theta\le\theta^2/2$:

$$\Delta E\ \ge\ \left(Ak_1^2-\frac{MB}{2}\right)\int_0^t\theta^2dz=\frac{M(B_n-B)}{2}\int_0^t\theta^2dz .$$

This is non-negative for $B\le B_n$. The uniform state is thus the lowest state up to $B_n$, even against large, non-planar or laterally varying textures.

Stray fields also explain why the twist stays in the plane. For a laterally uniform tilt out of the plane, the film's own flux density has no divergence and does not vary sideways, so its normal component $\mu_0(H_z+M_z)$ is the same at every $z$. It vanishes outside the film and therefore inside as well. Hence $H_z=-M_z$, and the energy density rises by $\tfrac12\mu_0M_z^2\approx\tfrac12\mu_0M^2\theta^2$. The Zeeman gain is $\tfrac12MB\theta^2$, so the new term replaces $B$ by $B-\mu_0M$ in the linear problem. This mode would become unstable at $B_n+\mu_0M=0.493+1.257=1.750$ T, far above the planar one.

### (c) The twisted state

Multiply (1) by $\theta'$ and integrate once. The quantity $A\theta'^2-MB\cos\theta$ is the same at every $z$. At the free face $\theta'=0$ and $\theta=\theta_t$, so

$$\theta'^2=\frac{MB}{A}(\cos\theta-\cos\theta_t).$$

Set $p=\sin(\theta_t/2)$ and $\sin(\theta/2)=p\sin\psi$. Then

$$\cos\theta-\cos\theta_t=2p^2\cos^2\psi,\qquad d\theta=\frac{2p\cos\psi\,d\psi}{\sqrt{1-p^2\sin^2\psi}} .$$

For a twist that grows steadily from the pinned to the free face, $\psi$ runs from 0 to $\pi/2$. The thickness is

$$t=\int_0^{\theta_t}\frac{d\theta}{\theta'}=\sqrt{\frac{2A}{MB}}\,\mathcal K(p),\qquad \mathcal K(p)=\int_0^{\pi/2}\frac{d\psi}{\sqrt{1-p^2\sin^2\psi}} .$$

Solve for $B$ and divide by (2):

$$\frac{B}{B_n}=\left[\frac{2}{\pi}\mathcal K(p)\right]^2. \tag{4}$$

At $B=0.60$ T the ratio is $1.216$, which requires $\mathcal K=(\pi/2)\sqrt{1.216}=1.732$. Solving for $p$ numerically gives $\theta_t=70.2^\circ$. Minimizing the energy with the film divided into 100 intervals gives the same angle, and a mean $\cos\theta$ of $0.653$. The layer keeps about 65% of its magnetization along the pinned direction, although its free face has turned by $70^\circ$.

The onset follows from small $p$. The integrand of $\mathcal K$ is then $1+\tfrac12p^2\sin^2\psi$, so $\mathcal K\approx(\pi/2)(1+p^2/4)$. With $p^2\approx\theta_t^2/4$, equation (4) becomes

$$\frac{B}{B_n}\approx1+\frac{\theta_t^2}{8},\qquad \theta_t\approx\sqrt{8\left(\frac{B}{B_n}-1\right)} .$$

The angle starts from zero, but with a vertical slope. At $1.02B_n$ this estimate gives $0.40$ rad, or $22.9^\circ$; the numerical minimization gives $22.8^\circ$. The mean cosine is $1-\theta_t^2/4\approx1-2(B/B_n-1)$ to the same order. The magnetization therefore has a kink at $B_n$, not a jump.

Among planar states that depend on $z$ alone, there is no hysteresis near the onset. Since $\mathcal K\ge\pi/2$, equation (4) has no twisted solution below $B_n$. A twist with one more turning point inside the film needs three quarter periods instead of one, and hence $B\ge9B_n$. Between these fields, the stationary states of this kind are the uniform one, now unstable, and two mirror-image springs of equal energy. Lowering the field retraces the same curve. A wide film may also hold both springs side by side with a wall between them, a case this argument leaves out.

### (d) What the ideal model leaves out

**Anisotropy.** Let the soft layer have an additional energy density $K_s\theta^2$ at small angle, with $K_s>0$ if the pinned direction is easy. The factor $MB/2$ in the linear problem becomes $MB/2-K_s$, so the stability limit moves by $2K_s/M$. With $K_s=5\times10^4\ \mathrm{J/m^3}$, a rough value for bcc iron, the shift is $+0.10$ T for the example's $M$. Along a hard direction $K_s$ is negative and the limit falls. This is a linear result; the proof in (b) does not cover the anisotropic film. Iron's anisotropy is cubic. For a rotation between two easy axes in the film plane its energy density is $\tfrac14K_s\sin^22\theta\approx K_s\theta^2-\tfrac43K_s\theta^4$, and the fourth-order term favours large angles. It outweighs the field's term $MB\theta^4/24$ when $K_s>MB/32$. At the shifted limit $B=B_n+2K_s/M$ this condition reads $K_s>MB_n/30\approx1.6\times10^4\ \mathrm{J/m^3}$. With the value above, the onset is therefore abrupt, and a twisted state has lower energy than the uniform one already from about $0.56$ T, below the stability limit of $0.593$ T.

**A hard layer that yields.** Let the pinning layer fill $-t_h<z<0$, with constants $A_h$, $M_h$ and anisotropy energy $K_h\theta^2$ at small angle. Its magnetization also opposes the field, so

$$\theta''=\kappa^2\theta,\qquad \kappa^2=\frac{K_h-M_hB/2}{A_h}.$$

With free outer faces, $\theta\propto\cosh\kappa(z+t_h)$ in the hard layer and $\theta\propto\cos k(t-z)$ in the soft one. If the layers are perfectly exchange coupled, both $\theta$ and the exchange torque $2A\theta'$ are continuous at $z=0$. Dividing the second condition by the first gives

$$Ak\tan(kt)=A_h\kappa\tanh(\kappa t_h). \tag{5}$$

As $\kappa\to\infty$ this returns $kt=\pi/2$, the rigid case. Take a 20 nm hard layer with $A_h=10$ pJ/m, $M_h=10^6$ A/m and $K_h=5\times10^6\ \mathrm{J/m^3}$. The numerical root of (5) is $0.378$ T, which is 23% below the rigid value. The twist enters the hard layer over a length $1/\kappa=1.44$ nm.

This length explains the size of the drop. For $A_h=A$ and a thick hard layer, (5) reads $k\tan kt=\kappa$. When $k\ll\kappa$, the root is close to $k(t+1/\kappa)=\pi/2$: the soft layer behaves as if it were thicker by $1/\kappa$. The estimate $0.493\times(10/11.44)^2=0.377$ T agrees with the root.

**A misaligned field.** Turn the field by a small in-plane angle $\varepsilon$, so that the Zeeman term becomes $MB\cos(\theta+\varepsilon)\approx MB(\cos\theta-\varepsilon\sin\theta)$. For $\theta=a\sin k_1z$ the averages needed are $\langle\sin k_1z\rangle=2/\pi$ and $\langle\sin^4k_1z\rangle=3/8$. At $B=B_n$ the quadratic term (3) vanishes, and the leading terms are

$$\Delta E\approx MB_nt\left(\frac{a^4}{64}-\frac{2\varepsilon a}{\pi}\right).$$

Setting the derivative to zero gives $a=(32\varepsilon/\pi)^{1/3}$. A tilt of $1^\circ$ gives $0.56$ rad, or $32^\circ$; minimizing the full energy gives $31.2^\circ$. The cube root makes the threshold very sensitive to alignment: the kink becomes a smooth rise that begins below $B_n$.

**Thermal motion.** Suppose that a patch of area $S$ moves as one unit in the sine mode. Equipartition assigns $k_BT/2$ to the quadratic energy (3) multiplied by $S$, hence

$$\langle a^2\rangle=\frac{2k_BT}{StM(B_n-B)} .$$

For a patch of 100 nm by 100 nm at 300 K and $B=B_n/2$, this gives a root-mean-square angle of about $1^\circ$ at the free face. This is the angle of a patch assumed rigid, not the local angle in a continuous film. If the amplitude varies along $\hat{\mathbf x}$ with wave number $q$, exchange adds $Atq^2a^2/2$ to the energy per area (3), where $a^2$ now stands for the mean square amplitude. The added cost equals (3) at $1/q=\sqrt{2A/[M(B_n-B)]}\approx9$ nm and falls as $q^2$ for slower variations. A variation along the other in-plane direction also creates magnetic charges and costs more. A 100 nm patch therefore does not move rigidly, and the local angle is larger than this estimate. The formula also fails close to $B_n$, where the quadratic stiffness vanishes, and it omits the softening of $A$ and $M$ with temperature.

### The numbers beside a real layer

A comparable real case is a thin bcc-iron layer on a hard magnet. Iron has roughly $A=20$ pJ/m and $M=1.7\times10^6$ A/m. Each is about twice the example's value, but (2) contains their ratio, and the ideal field becomes $0.58$ T at the same thickness. Rigid pinning is only an approximation. Even the strongly anisotropic hard layer chosen above removes 23% of the example's field, and a smaller $K_h$ removes more. For the iron layer, whose larger $A$ exerts a stronger torque on the hard layer, (5) gives $0.36$ T, or 39% below the ideal value. Both iron values leave out iron's own anisotropy. With $K_s=\pm5\times10^4\ \mathrm{J/m^3}$ the $0.36$ T becomes about $0.41$ T when the pinned direction is easy and $0.30$ T when it is hard.

Pinning by an antiferromagnet raises a further condition. If the interface energy is $J(1-\cos\theta(0))$ and the antiferromagnet itself stays fixed, the boundary condition at $z=0$ is $2A\theta'(0)=J\theta(0)$ for small angles. Rigid pinning then requires $J\gg2A/t=2\ \mathrm{mJ/m^2}$. For a weaker coupling the condition $2Ak\tan(kt)=J$ replaces $kt=\pi/2$. With $J=0.2\ \mathrm{mJ/m^2}$, for example, it gives $kt\approx0.31$: the angle at the pinned face is $\cos(kt)\approx95\%$ of that at the free face, so the layer turns largely as a whole, at about 4% of the field (2). For the example's $A$, $M$ and $t$, the value of $0.49$ T is therefore approached when the soft layer is in strong direct contact with a very hard one. With weaker pinning and negligible soft-layer anisotropy it is an upper estimate.

All numerical values are calculated from the stated model.
